# The donor internal-field factor over an immobile acceptor background

## Problem

Donors diffuse in a semiconductor that also contains a uniform background of immobile acceptors. At the diffusion temperature both dopants are fully ionised. The donor concentration is $C(x)$, the acceptor concentration is $A$, and the intrinsic carrier density is $n_i$. Diffusing donors make an electric field, and that field acts back on them. The internal-field factor $h$ is defined by

$$J=-h\,D(n)\,\frac{dC}{dx},$$

where $J$ is the donor flux and $D(n)$ is the diffusivity that would apply if the electron density were uniform and equal to its local value $n$.

(a) Find $h$ where $C=A=10n_i$, and compare it with the value for the same donor concentration without acceptors.

(b) Find the largest $h$ that this background allows.

(c) Apply the result to phosphorus in boron-doped germanium at 600 °C, and judge how far the ideal model can be trusted there.

The donors move as pairs with point defects. The model assumes that electrons and holes are non-degenerate and in equilibrium, that the crystal is locally neutral, and that the ions form an ideal dilute solution. Neutral point defects are uniform, and the pairs are too few to affect either the charge balance or the donor count.

## First estimate by scaling

Suppose the donor concentration changes by $\delta C$ over some distance. The acceptors cannot move, so the carriers must balance the extra charge. Let $m$ be the typical density of carriers available. Changing that density by $\delta C$ requires a relative change $\delta C/m$, and hence a potential change of order

$$\delta\phi\sim V_T\frac{\delta C}{m},\qquad V_T=\frac{k_BT}{q},$$

because carrier densities depend exponentially on $\phi/V_T$.

Diffusion drives a flux proportional to $\delta C$. Drift drives one proportional to $C\,\delta\phi/V_T\sim C\,\delta C/m$. Their ratio is therefore $C/m$, and

$$h\sim 1+\frac{C}{m}.$$

Without acceptors, strong doping supplies about one electron per donor. Then $m\sim C$ and $h\sim2$. With $C=A$ the dopant charges cancel, and the carriers fall back to the intrinsic level, $m\sim n_i$. For $C=10n_i$ the estimate is $h\sim 1+10=11$.

Scaling thus predicts a factor well above two, but it does not say whether $m$ is $n_i$, $2n_i$ or some other multiple. The exact solution must settle that.

## Exact solution

### The field

Let $u=\phi/V_T$, with the zero of potential chosen where $n=n_i$. In equilibrium,

$$n=n_ie^{u},\qquad p=n_ie^{-u},\qquad np=n_i^2.$$

Electrons gather where the potential is high, which fixes the sign in the exponent. The field is

$$E=-\frac{d\phi}{dx}=-V_T\frac{du}{dx}=-V_T\frac{d\ln n}{dx}.$$

If $n$ decreases towards positive $x$, then $E$ is positive and pushes positive donors the same way, down the electron gradient.

### The flux carried by pairs

A positive donor joins a defect of charge $jq$ to form a pair of charge $(j+1)q$. The neutral defect concentration is uniform, so the defect of charge $jq$ has a concentration proportional to $e^{-ju}$. Pair equilibrium multiplies this by the donor concentration:

$$C_j=\kappa_j C e^{-ju},$$

where $\kappa_j$ is the pair-to-donor ratio at $n=n_i$. If $d_j$ is the pair diffusivity, the Einstein relation gives a pair mobility $|j+1|d_j/V_T$, and the sum of diffusion and drift is

$$J_j=-d_j\left[\frac{dC_j}{dx}+(j+1)C_j\frac{du}{dx}\right].$$

The product rule gives

$$\frac{dC_j}{dx}=\kappa_j e^{-ju}\left[\frac{dC}{dx}-jC\frac{du}{dx}\right].$$

Inserting this, the terms in $du/dx$ have the coefficient $-j+(j+1)=1$. With $D_j=d_j\kappa_j$,

$$J_j=-D_j\left(\frac{n}{n_i}\right)^{-j}\left[\frac{dC}{dx}+C\frac{d\ln n}{dx}\right].$$

The bracket does not depend on $j$. Even a neutral pair, with $j=-1$, gives the same factor: no electric force acts on it, but its equilibrium population follows $Cn$, so it diffuses down the gradient of that product. Summing over defect charges gives

$$J=-D(n)\left[\frac{dC}{dx}+C\frac{d\ln n}{dx}\right],\qquad D(n)=\sum_jD_j\left(\frac{n}{n_i}\right)^{-j}.$$

The Fermi level thus enters twice: through the local value of $n$ in $D(n)$, and through its gradient in the bracket.

### Neutrality

Local neutrality reads $p-n+C-A=0$, or

$$n-p=C-A.$$

Substituting $p=n_i^2/n$ and multiplying by $n$ gives

$$n^2-(C-A)n-n_i^2=0.$$

The product of the two roots is $-n_i^2$, so one root is positive, and it is the physical one:

$$n=\frac{(C-A)+R}{2},\qquad R=\sqrt{(C-A)^2+4n_i^2}.$$

Then $p=n-(C-A)=[R-(C-A)]/2$, and the sum is $n+p=R$.

To find how $n$ responds to donors at fixed $A$, differentiate both carrier relations:

$$dn-dp=dC,\qquad \frac{dn}{n}+\frac{dp}{p}=0.$$

The second gives $dp=-(p/n)\,dn$. The first then becomes $dn\,(1+p/n)=dC$, so

$$\frac{d\ln n}{dC}=\frac{1}{n+p}.$$

Because $A$ is uniform, $d\ln n/dx=(dC/dx)/(n+p)$. The flux bracket becomes $[1+C/(n+p)]\,dC/dx$, and therefore

$$\boxed{h=1+\frac{C}{n+p}=1+\frac{C}{\sqrt{(C-A)^2+4n_i^2}}}$$

### The requested values

For $C=A=10n_i$ the difference $C-A$ vanishes, so $n=p=n_i$ and

$$h=1+\frac{10n_i}{2n_i}=6.$$

With the same donors but $A=0$,

$$h=1+\frac{10}{\sqrt{10^2+4}}=1.98.$$

In the uncompensated crystal $\sqrt{C^2+4n_i^2}>C$ for every $C$, which proves $h<2$. The proof needs $A=0$. With acceptors present, the condition $h>2$ is

$$C^2>(C-A)^2+4n_i^2.$$

Expanding the square and cancelling $C^2$ gives $2AC>A^2+4n_i^2$, or

$$C>\frac A2+\frac{2n_i^2}{A}.$$

For $A=10n_i$ the factor exceeds two once $C$ exceeds $5.2n_i$.

### The largest value

Write $h-1=C/R$. Since $dR/dC=(C-A)/R$,

$$\frac{d}{dC}\left(\frac CR\right)=\frac{R^2-C(C-A)}{R^3}=\frac{4n_i^2-A(C-A)}{R^3}.$$

The last step uses $(C-A)^2-C(C-A)=-A(C-A)$. For $A>0$ the derivative changes from positive to negative at

$$C_*=A+\frac{4n_i^2}{A},$$

which is therefore the maximum. There,

$$R_*^2=\frac{16n_i^4}{A^2}+4n_i^2=\frac{4n_i^2}{A^2}(A^2+4n_i^2).$$

Since $C_*=(A^2+4n_i^2)/A$, division gives

$$h_{\max}=1+\frac{C_*}{R_*}=1+\sqrt{1+\frac{A^2}{4n_i^2}}.$$

For $A=10n_i$ this is $1+\sqrt{26}=6.10$, at $C_*=10.4n_i$. The maximum lies slightly above exact compensation because $C$ in the numerator is still rising where $n+p$ has its minimum.

## Comparison of the two

The scaling estimate gave 11 and the exact result is 6. The estimate has the right dependence on $C/n_i$, but its drift term is too large by a factor of two. It counted a single carrier density $n_i$, whereas electrons and holes both respond: at compensation, extra donor charge is balanced half by added electrons and half by removed holes. The correct measure is $m=n+p$, which equals $2n_i$ at compensation. Without acceptors, the estimate of 2 is the strong-doping limit, and the exact value at $C=10n_i$ lies 1% below it.

The exact form also shows why compensation is special. Since $(\sqrt n-\sqrt p)^2\ge0$, we have $n+p\ge2\sqrt{np}=2n_i$, with equality at $n=p$. Compensation leaves the fewest carriers to balance a change in donor charge, while the number of donors that feel the field stays large.

### A large field factor does not mean fast diffusion

Take doubly negative vacancies as the carriers of diffusion, so that $j=-2$ and $D(n)=D_i(n/n_i)^2$. Along a donor profile with $A=10n_i$, the effective diffusivity is $D_{\rm eff}=hD(n)$:

| $C/n_i$ | $n/n_i$ | $h$ | $D_{\rm eff}/D_i$ |
|---:|---:|---:|---:|
| 5 | 0.193 | 1.93 | 0.072 |
| 8 | 0.414 | 3.83 | 0.66 |
| 10 | 1.00 | 6.00 | 6.0 |
| 12 | 2.41 | 5.24 | 31 |
| 20 | 10.1 | 2.96 | 302 |

The field factor peaks near compensation, but $D_{\rm eff}$ keeps rising through these rows: below the peak $h$ and $n^2$ both grow, and above it $n^2$ grows faster than $h$ falls. Without acceptors and at the same $C=10n_i$, neutrality gives $n=10.1n_i$, so $D_{\rm eff}=1.98\times10.1^2D_i\approx202D_i$. For this mechanism, adding the acceptors triples $h$ and yet lowers the effective diffusivity from about $202D_i$ to $6D_i$. If neutral defects carried the diffusion instead, $D(n)$ would be constant and the acceptors would raise $D_{\rm eff}$ threefold.

## Phosphorus in boron-doped germanium

### Flux through a given gradient

Take rough values $n_i=2\times10^{18}$ cm⁻³ and $D_i=3\times10^{-16}$ cm²/s at 600 °C, where $V_T=75.24$ mV. Both dopants are at $2\times10^{19}$ cm⁻³. Because $n_i$ and $D_i$ are rough, the fields, fluxes and times below are good to about one figure; further digits only let the steps be followed and compared. The factor itself shares this uncertainty: at this fixed doping $h=1+A/(2n_i)$, so $n_i=2.5\times10^{18}$ cm⁻³ would give 5 instead of 6. The effective diffusivity is

$$D_{\rm eff}=6\times3\times10^{-16}=1.8\times10^{-15}\ \text{cm}^2/\text{s}.$$

Let the local donor gradient be $-10^{24}$ cm⁻⁴. The field is

$$E=-\frac{V_T}{2n_i}\frac{dC}{dx}=\frac{0.07524\times10^{24}}{4\times10^{18}}\ \text{V/cm}=18.8\ \text{kV/cm}.$$

The diffusion part of the flux is $3\times10^{-16}\times10^{24}=3.0\times10^8$ cm⁻² s⁻¹. The field term, $D_iCE/V_T$, listed in the output as the drift part, is five times larger, $1.5\times10^9$ cm⁻² s⁻¹. It is the term $C\,d\ln n/dx$ of the flux bracket, not the drift of the pairs themselves, whose charge can differ from that of the donor. Both point down the donor gradient and add to $1.8\times10^9$ cm⁻² s⁻¹.

### Decay of a ripple

Now let $C=A+\delta$, with $\delta$ a sinusoid of wavenumber $k$. The linear treatment requires $|\delta|\ll2n_i$, which is stricter than $|\delta|\ll C$, because $n$ changes appreciably once $\delta$ is comparable with $2n_i$. To first order $J=-6D_i\,d\delta/dx$, and donor conservation, $\partial\delta/\partial t=-\partial J/\partial x$, gives

$$\frac{\partial\delta}{\partial t}=6D_i\frac{\partial^2\delta}{\partial x^2}.$$

The ripple therefore decays at the rate $6D_ik^2$. For a wavelength of 100 nm the decay time is 23.5 min. With the same $D_i$ and no field term it would be 140.7 min. A numerical integration of the pair flux, with initial amplitude $0.01n_i$ and 32 cells per wavelength, gave a factor of 5.988, about 0.2% below six.

Local neutrality is itself an approximation. Poisson's equation, linearised about compensation, is

$$L^2\frac{d^2u}{dx^2}=u-\frac{\delta}{2n_i},\qquad L^2=\frac{\varepsilon V_T}{2qn_i}.$$

For a sinusoid $d^2u/dx^2=-k^2u$, so $u=\delta/[2n_i(1+k^2L^2)]$ and

$$h_k=1+\frac{C}{2n_i(1+k^2L^2)}.$$

With relative permittivity 16, $L=4.08$ nm and $k^2L^2=0.0657$. The factor falls to $1+5/1.0657=5.69$, and the decay time becomes 24.7 min. A numerical solution of the nonlinear Poisson equation for this wavelength also gave 5.692.

### Smaller corrections

Fermi–Dirac statistics replace $n+p$ by the response of the carrier densities to $u$. At low filling, with $\eta$ the reduced Fermi energy and $N_c$ the effective density of states,

$$n\simeq N_c\left(e^\eta-\frac{e^{2\eta}}{2^{3/2}}\right),\qquad \frac{dn}{d\eta}\simeq n\left(1-\frac{n}{2^{3/2}N_c}\right).$$

Holes obey the same relation with $N_v$. The response is slightly smaller, so $h$ rises. With rough densities of states $5\times10^{19}$ and $2.5\times10^{19}$ cm⁻³ and $n_i$ held fixed, the full integrals give 6.11.

Full ionisation is plausible here, but a small binding energy alone does not show it. In a screened hydrogenic model with rough carrier masses of 0.12 and 0.20 electron masses, the donor has no bound state and the acceptor binds by 0.14 meV. Both lie near the binding threshold, so the result depends on the mass: with 0.24 electron masses the donor would bind by about 0.8 meV. An isolated acceptor level of degeneracy 4 would have an occupation weight of about $4p/N_v\approx0.3$ even at zero binding; it would leave some 14% of the acceptors neutral and lower $h$ to about 3.7. The case for full ionisation rests on overlap instead. A state bound by 0.14 meV decays over about 37 nm, ten times the 3.7 nm spacing of the acceptors, so it is not a level localised on one ion.

### Correlations between ions

The ideal-solution assumption is much weaker. Oppositely charged ions attract, and some form close, neutral donor–acceptor pairs, taken here as immobile. Let $C_f$ and $A_f$ be the free concentrations and $Q=KC_fA_f$ the concentration of associated pairs. Since $C=C_f+Q$ and $A=A_f+Q$, the difference $C_f-A_f=C-A$ is unchanged, and so is $n$.

At $C=A$ put $s=KC_f=KA_f$. At fixed $A$ we have $dC_f=dC-dQ$ and $dA_f=-dQ$, so

$$dQ=s(dC-dQ)-s\,dQ\quad\Rightarrow\quad dQ=\frac{s}{1+2s}\,dC.$$

Hence $dC_f/dC=(1+s)/(1+2s)$. Also $C=C_f(1+s)$. Only free donors contribute to the flux, so relative to the total donor gradient

$$h_{\rm assoc}=\frac{1+s}{1+2s}+\frac{C}{2n_i(1+s)}.$$

The constant $K$ was estimated by summing Boltzmann factors of the screened Coulomb attraction over the 34 lattice sites nearer than half the Bjerrum length, $\ell_B=q/(4\pi\varepsilon V_T)=1.196$ nm. The cutoff is a convention: a larger one counts more pairs and lowers the field factor further. The four nearest neighbours alone give $h_{\rm assoc}\approx5.2$ and a cutoff at $\ell_B$ gives about 4.2, while a relative permittivity of 18 instead of 16 gives about 5.1, so the value below is uncertain by about 0.5. With this choice, $s=0.262$. About 21% of the donors are associated, and

$$h_{\rm assoc}=\frac{1.262}{1.524}+\frac{5}{1.262}=4.79.$$

A second estimate looks at the uneven potential of randomly placed ions. Each ion contributes $\pm\ell_Be^{-r/L}/r$ to $u$. For independent positions the variance is the ion density times the integral of the squared contribution:

$$\sigma^2=(C+A)\int_0^\infty\frac{\ell_B^2e^{-2r/L}}{r^2}\,4\pi r^2dr=2\pi(C+A)\ell_B^2L.$$

This gives $\sigma=1.21$, or 91 mV. If the fluctuations are Gaussian, the mean of $n+p=2n_i\cosh u$ is $2n_ie^{\sigma^2/2}$, larger than $2n_i$ by a factor of 2.08. The field factor would then be $1+5/2.08=3.4$.

This second figure is crude. It uses linear screening although the fluctuations exceed $V_T$, and it treats the carriers classically and the ions as uncorrelated. Letting $L$ shrink with the larger $n+p$ raises the figure to about 3.9, and smearing the carriers over their thermal wavelength raises it to between 4 and 4.5. The potential of point ions is also not Gaussian, and the classical mean of $\cosh u$ grows without limit as carriers are allowed closer to an ion. The figure is neither a bound nor a prediction. The two estimates describe overlapping effects of the same Coulomb forces, so their reductions must not be added.

### The model beside the real crystal

Germanium suits the assumption of immobile acceptors because boron diffuses far more slowly in it than phosphorus. With a rough boron diffusivity of $3\times10^{-22}$ cm²/s, the boron drift flux is about $10^{-6}$ of the phosphorus flux. The boron concentration is a more delicate choice: it may exceed the equilibrium solubility, and the example simply assumes that all the boron stays active. Of the assumptions estimated here, the one that fails most clearly is the ideal solution of ions, and the separate estimates move $h$ from 6 to about 4.8 or 3.4. Six is thus the exact value of the ideal model at $C=A=10n_i$, while the factor in this crystal is uncertain by tens of percent.

In silicon, boron and phosphorus diffuse at comparable rates, so the acceptor profile does not stay uniform. Neutrality then gives $d\ln n/dx=(dC/dx-dA/dx)/(n+p)$, and the factor multiplying the donor gradient becomes

$$1+\frac{C}{n+p}\left(1-\frac{dA/dx}{dC/dx}\right).$$

If the acceptor gradient equals the donor gradient, the field vanishes and the factor is one, even where $C=A=10n_i$. Equal concentrations of $10n_i$ therefore do not give six by themselves; the background must also be uniform. The numerical output below lists the values used here.

## Table of computed values

```
h at C = A = 10 ni: 6.0000
h at C = 10 ni, A = 0: 1.9806
largest h in scan with A = 0: 1.999998
maximum h with A = 10 ni: 6.0990 at C = 10.40 ni
A = 10 ni, C = 1 ni: n/ni = 0.1098, h = 1.1085
A = 10 ni, C = 5 ni: n/ni = 0.1926, h = 1.9285
A = 10 ni, C = 8 ni: n/ni = 0.4142, h = 3.8284
A = 10 ni, C = 10 ni: n/ni = 1.0000, h = 6.0000
A = 10 ni, C = 12 ni: n/ni = 2.4142, h = 5.2426
A = 10 ni, C = 20 ni: n/ni = 10.0990, h = 2.9612
A = 10 ni, C = 50 ni: n/ni = 40.0250, h = 2.2484
h from simulated ripple decay: 5.988
temperature: 873.15 K; kT/q: 75.24 mV
intrinsic density ni (rough input): 2.0e+18 cm^-3
donors and acceptors, each: 2.0e+19 cm^-3
phosphorus intrinsic diffusivity (rough input): 3.0e-16 cm2/s
effective phosphorus diffusivity: 1.80e-15 cm2/s
chosen donor gradient: -1.0e+24 cm^-4
internal field: 18.81 kV/cm
diffusion part of flux: 3.00e+08 cm^-2 s^-1
drift part of flux: 1.50e+09 cm^-2 s^-1
total flux: 1.80e+09 cm^-2 s^-1
relative permittivity (rough input): 16
carrier screening length: 4.08 nm
ripple wavelength: 100 nm; (kL)^2: 0.0657
h with finite screening, formula: 5.692
h with finite screening, Poisson: 5.692
ripple decay time without field: 140.7 min
ripple decay time with h = 6: 23.5 min
ripple decay time with finite screening: 24.7 min
band densities Nc, Nv (rough inputs): 5.0e+19, 2.5e+19 cm^-3
h with Fermi-Dirac statistics: 6.106
boron diffusivity (rough input): 3.0e-22 cm2/s
boron drift flux / phosphorus flux: 8.3e-07
carrier masses for binding (rough inputs): 0.12, 0.20 electron masses
screened donor binding: 0.000 meV
screened acceptor binding: 0.138 meV
lattice constant (rough input): 0.566 nm
Bjerrum length: 1.196 nm; close sites: 34
association constant K: 1.66e-20 cm^3; s = K C_free: 0.262
associated donor fraction: 0.208
h with close association: 4.79
rms potential fluctuation: 91.1 mV = 1.21 kT/q
classical gain of n+p by fluctuations: 2.08
h with classical fluctuation estimate: 3.40
```
